# Does a Four-Probe Measurement on a Monolayer Exclude the Contacts?

**Q.** I measured a monolayer channel with four contacts: current through the outer two, voltage between the inner two. The voltmeter draws practically no current, so nothing drops at the voltage contacts. My sheet resistance is therefore contact-free, isn't it?

**A.** Part of that is right. The resistance of the outer contacts is excluded, because the voltmeter does not span them. But what do your inner probes look like?

**Q.** They are metal strips evaporated across the full width of the channel. Why should their shape matter if they carry no current?

**A.** They carry no *net* current. Zero current in the voltmeter lead says that whatever enters the strip from the sheet also returns to the sheet. Current can enter the metal near the upstream edge, run along it, and go back near the downstream edge. The strip is then a shunt across the part of the channel it covers.

**Q.** That is possible in principle. How do I find out whether it happens?

**A.** We need a model. Let the sheet have resistance $R_s$ per square and width $W$, and let current $I$ flow towards positive $x$. The strip covers $-L/2<x<L/2$. I assume that

- the metal is an equipotential at $V_m$;
- the contact is ohmic, with uniform resistivity $\rho_c$ (resistance times area);
- the covered sheet keeps the same $R_s$;
- nothing varies across the width.

$V(x)$ is the electrochemical potential of the carriers divided by their charge, which is what a voltmeter compares. Write $v=V-V_m$, and let $I_s(x)$ be the current still in the sheet. A slice of length $dx$ has resistance $R_s\,dx/W$, so

$$\frac{dv}{dx}=-\frac{R_s}{W}I_s .$$

The same slice passes a current $Wv\,dx/\rho_c$ up into the metal, which the sheet loses:

$$\frac{dI_s}{dx}=-\frac{W}{\rho_c}v .$$

Differentiate the first equation and insert the second. The two minus signs cancel and so does $W$:

$$\frac{d^2v}{dx^2}=\frac{R_s}{\rho_c}v=\frac{v}{L_T^2},\qquad L_T=\sqrt{\rho_c/R_s}.$$

The transfer length $L_T$ is the distance over which current moves between sheet and metal.

**Q.** Where does the floating condition enter?

**A.** In the boundary conditions. Integrating the current balance over the strip gives

$$I_s(L/2)-I_s(-L/2)=-\frac{W}{\rho_c}\int_{-L/2}^{L/2}v\,dx .$$

The right-hand side is minus the net current into the metal, which is zero. The sheet therefore carries the full $I$ at both edges. Take the general solution $v=A\cosh(x/L_T)+B\sinh(x/L_T)$. Ohm's law gives

$$I_s=-\frac{W}{R_sL_T}\left[A\sinh\frac{x}{L_T}+B\cosh\frac{x}{L_T}\right].$$

The $A$ term has opposite signs at the two edges, so equal edge currents require $A=0$. Setting $I_s(L/2)=I$ then fixes $B$:

$$v=-\frac{IR_sL_T}{W}\,\frac{\sinh(x/L_T)}{\cosh(L/2L_T)},\qquad
\frac{I_s}{I}=\frac{\cosh(x/L_T)}{\cosh(L/2L_T)} .$$

Upstream, $v>0$ and current enters the metal; downstream, $v<0$ and it returns. The sheet current is smallest at the centre, where the metal carries the fraction $1-1/\cosh(L/2L_T)$.

**Q.** So the covered part has a smaller voltage drop than bare sheet. How much smaller?

**A.** Subtract the edge values. Since $\sinh$ is odd, the two contributions add:

$$v(-L/2)-v(L/2)=\frac{IR_s}{W}\,2L_T\tanh\frac{L}{2L_T}.$$

A bare sheet of length $\ell$ would drop $IR_s\ell/W$. The covered length $L$ is therefore replaced by

$$L_{\rm eff}=2L_T\tanh\frac{L}{2L_T}.$$

For positive $u$, $\tanh u<u$, so in this model $L_{\rm eff}<L$.

**Q.** When can I ignore the difference?

**A.** When the strip is short compared with $L_T$. With $\tanh u\approx u-u^3/3$ and $u=L/2L_T$,

$$L_{\rm eff}\approx 2L_T\left(\frac{L}{2L_T}-\frac{L^3}{24L_T^3}\right)=L-\frac{L^3}{12L_T^2}.$$

The loss relative to $L$ is about $L^2/12L_T^2$. It reaches 1% at $L\approx0.35L_T$.

In the opposite limit, $L\gg L_T$, the hyperbolic tangent tends to one and $L_{\rm eff}\to2L_T$. Current uses a strip about $L_T$ long at each edge, and extra metal between them adds no resistance.

So at fixed $L$ and $R_s$, and with the sheet under the metal unchanged, a more resistive contact makes a less disturbing voltage probe. The voltmeter's input resistance must still be far above the total resistance between its terminals, channel and contacts together, but raising the input resistance does not remove the shunt.

**Q.** My voltmeter is connected to the metals, though, not to the sheet at the strip edges. What does it read?

**A.** Follow the potential from metal 1 to metal 2, for identical probes with edge-to-edge gap $g$. There are three pieces:

$$V_{m1}-V_{m2}=-v(L/2)+\frac{IR_sg}{W}+v(-L/2).$$

The first takes you from metal 1 to the sheet at its downstream edge, the second across the gap, and the third from the upstream edge of probe 2 to metal 2. The first and third together make one full covered drop, so

$$R_{4p}=\frac{V_{m1}-V_{m2}}{I}=\frac{R_s}{W}\left(g+L_{\rm eff}\right).$$

The voltage contacts enter through $L_T$, even with an ideal voltmeter.

**Q.** I divide by the centre-to-centre distance $d=g+L$. Is that the error?

**A.** Using $d$ gives an apparent sheet resistance too small by the factor $(g+L_{\rm eff})/d$. Using $g$ makes it too large by $(g+L_{\rm eff})/g$. Neither choice is right in general: $d$ suits $L-L_{\rm eff}\ll d$, which $L\ll L_T$ guarantees, while $g$ suits $L_{\rm eff}\ll g$.

**Q.** Give me numbers for a plausible device.

**A.** Take round parameters for a back-gated monolayer semiconductor at 300 K: carrier density $n=5\times10^{12}\ \mathrm{cm^{-2}}$, mobility $\mu=40\ \mathrm{cm^2/Vs}$ and $\rho_c=10^{-5}\ \Omega\,\mathrm{cm^2}$. Let $W=2$ µm, $L=0.5$ µm and $g=1$ µm, so $d=1.5$ µm. Then

$$R_s=\frac{1}{en\mu}=31.2\ \mathrm{k\Omega}\text{ per square},\qquad
L_T=\sqrt{\frac{10^{-5}\ \Omega\,\mathrm{cm^2}}{31.2\ \mathrm{k\Omega}}}=179\ \mathrm{nm}.$$

Here $L/2L_T=1.397$, whose hyperbolic tangent is 0.885. Hence

$$L_{\rm eff}=2(179\ \mathrm{nm})(0.885)=317\ \mathrm{nm},$$

$$R_{4p}=\frac{31.21\ \mathrm{k\Omega}}{2\ \text{µm}}(1+0.317)\ \text{µm}=20.55\ \mathrm{k\Omega}.$$

Without shunting, the distance $d$ would give 23.4 kΩ. At the probe centre 53% of the current is in the metal.

If the density is known, the apparent mobility is inversely proportional to the apparent $R_s$. Using $d$ gives $40/0.878=45.6\ \mathrm{cm^2/Vs}$; using $g$ gives $40/1.317=30.4\ \mathrm{cm^2/Vs}$. The channel is the same in both cases.

**Q.** Could the hyperbolic function be an artefact of the boundary conditions you chose?

**A.** A resistor network tests that. Divide the sheet into 2.5 nm cells, join them by sheet and contact resistors, and impose current conservation at every node. For one floating strip between stretches of bare sheet, the network gives $L_{\rm eff}=316.71$ nm against 316.70 nm from the formula.

A network of the whole device, source and drain contacts included, shows what your method does achieve. Raising $\rho_c$ of the source and drain twentyfold takes the two-probe resistance from 46.7 to 70.6 kΩ, while the four-probe reading stays at 20.546 kΩ.

**Q.** Then at worst my mobility is off by a constant factor. Its temperature dependence should survive.

**A.** Not in general. The factor depends on $L_T$, so it is constant only if the ratio $\rho_c/R_s$ is. A mobility that changes with temperature changes $R_s$, and so shifts the factor even at fixed $\rho_c$. A change of $\rho_c$ shifts it even at fixed mobility and density. To see the second effect alone, hold the channel at $40\ \mathrm{cm^2/Vs}$, keep the geometry and density, and use $d$ in the analysis:

| $\rho_c$ ($\Omega\,\mathrm{cm^2}$) | $L_{\rm eff}$ (nm) | apparent mobility ($\mathrm{cm^2/Vs}$) |
|---|---:|---:|
| $10^{-7}$ | 36 | 57.9 |
| $10^{-6}$ | 113 | 53.9 |
| $10^{-5}$ | 317 | 45.6 |
| $10^{-4}$ | 470 | 40.8 |
| $10^{-3}$ | 497 | 40.1 |

If cooling or a gate change alters the ratio $\rho_c/R_s$, the apparent mobility changes even when the channel mobility does not.

**Q.** How can I remove the effect from the data?

**A.** Measure two gaps with identical probes on the same uniform sheet, with only bare sheet inside each gap. Another metal strip inside the longer gap would shunt its own part of the channel and spoil the subtraction. The term $L_{\rm eff}$ is common to both readings, so

$$R_s=W\,\frac{R_{4p}(g_2)-R_{4p}(g_1)}{g_2-g_1}.$$

In the network, gaps of 1 and 2 µm give 20.546 and 36.149 kΩ. Their difference, 15.60 kΩ over 1 µm, multiplied by 2 µm, returns 31.2 kΩ per square.

**Q.** Can ordinary contact-resistance data predict the shunt?

**A.** Yes, by superposition, if the data include the end resistance as well as the usual front resistance. First send $I$ in from the left and take it all out through the metal, so that $I_s(-L/2)=I$ and $I_s(L/2)=0$. The solution is

$$v=\frac{IR_sL_T}{W}\,\frac{\cosh[(L/2-x)/L_T]}{\sinh(L/L_T)} .$$

Dividing its edge values by $I$ gives the front and end resistances:

$$R_f=\frac{R_sL_T}{W}\coth\frac{L}{L_T},\qquad R_e=\frac{R_sL_T}{W\sinh(L/L_T)} .$$

Now add the mirror case, in which $I$ enters through the metal and leaves to the right. Its left and right edge values are $-IR_e$ and $-IR_f$. The metal currents cancel, which restores the floating probe, and the edge values become $\pm I(R_f-R_e)$. The covered resistance is therefore $2(R_f-R_e)$. This agrees with the earlier result because, for $u=L/L_T$,

$$\coth u-\frac1{\sinh u}=\frac{\cosh u-1}{\sinh u}=\frac{2\sinh^2(u/2)}{2\sinh(u/2)\cosh(u/2)}=\tanh\frac u2 .$$

Here $2(2.814-0.343)=4.94$ kΩ, equal to $R_sL_{\rm eff}/W$. The mirror step needs a contact that is symmetric along the probe. Otherwise the covered resistance is the sum of the front resistances measured from each side, minus $2R_e$. With $\rho_c$ varying linearly by ±50% along the probe it is 4.82 kΩ, while $2(R_f-R_e)$ measured from the more resistive side gives 5.78 kΩ.

**Q.** How far should I trust these numbers for a real monolayer?

**A.** The parameters are round illustrative values, and $\rho_c$ in particular depends on metal and processing. The assumption I would doubt first is that the sheet under the metal is unchanged, since metal can dope or damage a monolayer. If the covered sheet has resistance $R_k$, the same derivation gives

$$L_{\rm eff}=\frac{R_k}{R_s}\,2\lambda\tanh\frac{L}{2\lambda},\qquad \lambda=\sqrt{\rho_c/R_k},$$

where the prefactor converts the drop into a length of *uncovered* sheet. Halving $R_k$ gives 191 nm and an apparent mobility of $50.4\ \mathrm{cm^2/Vs}$ using $d$. Doubling it gives 487 nm and $40.3\ \mathrm{cm^2/Vs}$, close to the true value because two errors nearly cancel. With a sufficiently resistive covered sheet, $L_{\rm eff}$ can even exceed $L$.

**Q.** And if the contact is uneven or not ohmic?

**A.** Zero net current makes $V_m$ an average of $V$ weighted by $1/\rho_c$, so the metal follows its better-contacted side. Let $\rho_c$ vary linearly by ±50% along each probe, in mirror-image fashion. The reading falls by 5.2% if the better sides face each other and rises by 4.1% if they face away.

For nonlinearity, take a contact current density $(V_{th}/\rho_c)(e^{v/V_{th}}-1)$ with $V_{th}=25.9$ mV. At 1 µA the edge voltage is 2.5 mV, and the covered drop changes by 0.02% relative to the ohmic result. At 10 µA it changes by 1.8%.

A few other neglected effects can be estimated, and these are small here. For an effective mass of half the free-electron mass, the estimated mean free path (thermal speed times scattering time) is 1.4 nm, far below $L_T$, so ballistic flight under the probe is not a concern. This path is comparable with the inverse thermal wavevector, about 1.7 nm, so the semiclassical estimate is only an order of magnitude; what the derivation requires of transport in the sheet is a local Ohm's law. Take the gate insulator to be 90 nm of silicon dioxide with relative permittivity 3.9. The density then needs a gate overdrive of $en$ times thickness over permittivity, 20.9 V. The 20.5 mV between the probes is about 0.1% of that, so the density in the bare sheet is nearly uniform. Under a probe the metal is a much closer gate. For a rough 0.3 nm vacuum gap, $v$ shifts the density at the edges by about 0.8% at 1 µA and 8% at 10 µA. The shifts have opposite signs at the two edges, so the covered drop changes by only about 0.002% and 0.2%. The gate-oxide field is 2.3 MV/cm, below a rough breakdown field of 10 MV/cm for silicon dioxide. At 1 µA the channel heats by about 0.5 mK across the oxide (thermal conductivity 1.4 W/m K), and a metal film of 1 Ω per square changes $L_{\rm eff}$ by about 0.001%.

**Q.** So what may I claim from a single four-probe reading?

**A.** That it excludes the resistance of the current contacts. If sheet and probe contact are ohmic and uniform across the width, averaging the equations over the width returns the one-dimensional ones, so this holds however the current is injected. If the probe contact varies across the width, the current must also reach the probes evenly. To call it a sheet resistance, show either that $|L-L_{\rm eff}|$ is negligible beside $d$, with even contact along the probes (then use $d$), or that the covered contribution is negligible beside the gap (then use $g$). With an unchanged sheet beneath the probes, $L\ll L_T$ is enough for the first condition but is not required: at $L=L_T$ and $g=10L$, using $d$ errs by 0.7%. Otherwise, determine that contribution or cancel it with a second gap.

## Computed values

```
Carrier density: 5.0e+12 cm^-2
True channel mobility: 40.0 cm^2/Vs
Contact resistivity: 1.0e-05 ohm cm^2
Width, probe length, edge gap, centre distance: 2.00, 0.50, 1.00, 1.50 um
Current: 1.00 uA; temperature: 300 K
Sheet resistance R_s: 31.208 kohm per square
Transfer length L_T: 179.0 nm
L/(2 L_T): 1.3966
tanh(L/(2 L_T)): 0.8846
Effective length, formula: 316.70 nm
Effective length, network: 316.71 nm
Metal share of current at probe centre, formula: 0.5337
Metal share of current at probe centre, network: 0.5337
Sheet-metal voltage at probe edge: 2.471 mV
Four-probe resistance, formula: 20.546 kohm
Four-probe resistance, network: 20.546 kohm
Same, source/drain rho_c x20: 20.546 kohm
Two-probe resistance, before and after x20: 46.68, 70.55 kohm
Ideal R_s d/W without shunting: 23.406 kohm
Apparent R_s / true R_s, centre distance: 0.8778
Apparent R_s / true R_s, edge gap: 1.3167
Apparent mobility, centre distance: 45.57 cm^2/Vs
Apparent mobility, edge gap: 30.38 cm^2/Vs
Network reading at gap 2.0 um: 36.149 kohm
R_s from two-gap slope: 31.208 kohm per square
Front, end resistance: 2.814, 0.343 kohm
Covered resistance 2(front - end): 4.942 kohm
Probe length for 1% shortening: 0.3485 L_T = 62.4 nm
Fixed channel; rho_c (ohm cm^2), L_T (nm), L_eff (nm), centre-distance mobility (cm^2/Vs):
  1e-07, 17.9, 35.8, 57.93
  1e-06, 56.6, 113.2, 53.90
  1e-05, 179.0, 316.7, 45.57
  1e-04, 566.1, 469.8, 40.82
  1e-03, 1790.1, 496.8, 40.09
Covered sheet resistance x0.5: L_eff 191.5 nm, mobility 50.36 cm^2/Vs
Covered sheet resistance x2.0: L_eff 487.2 nm, mobility 40.34 cm^2/Vs
Reading change, mirrored +-50% rho_c ramps, high rho_c on outer sides: -5.24 %
Reading change, mirrored +-50% rho_c ramps, high rho_c on inner sides: +4.08 %
Thermal voltage: 25.85 mV
Exponential contact, change of covered drop at 1x, 10x current: +0.0184, +1.80 %
Exponential contact, mid-probe sheet minus metal: -0.0250 mV
Metal film 1.0 ohm per square, change of L_eff: +0.0008 %
Thermal mean free path (mass 0.5 m_e): 1.36 nm
Fermi level from band edge (2 valleys): -0.53 kT
Gate oxide field (90 nm, permittivity 3.9): 2.32 MV/cm
Gate overdrive: 20.9 V; four-probe voltage: 20.55 mV
Channel heating across oxide (1.4 W/mK): 0.502 mK
```
